\section*{Depth order of thin marker layers from two-angle photoelectron intensities}

\section{Definitions and conventions}

A flat film contains several thin marker layers, each with a photoelectron line of its own. Depth $z$ is measured from the surface into the film. The emission angle $\theta$ is measured from the outward surface normal, so a grazing direction has a large $\theta$. Lengths are in nanometres.

Marker $j$ has mid-depth $d_j$ and thickness $t_j$. Its line intensity, after subtraction of the background, is $I_j(\theta)$. Two angles are used: $\theta_n$, at or near the normal, and $\theta_g>\theta_n$, the grazing one. Define
\begin{equation}
R_j=\frac{I_j(\theta_g)}{I_j(\theta_n)},\qquad
s_{g}=\frac1{\cos\theta_{g}},\quad s_n=\frac1{\cos\theta_n},\qquad
\Delta=s_g-s_n>0 .
\end{equation}

The attenuation length $\lambda$ is the distance over which the number of electrons still in the line falls by a factor $e$. The basic model assumes the following.
\begin{itemize}
\item Electrons travel in straight lines to the surface.
\item The film is laterally uniform, and $\lambda$ is the same at every depth and for every marker line.
\item The instrument contributes a factor $G(\theta)$ common to all the lines. It contains the sampled area and the accepted solid angle.
\item The emission strength of each line towards the analyser is the same at both angles.
\end{itemize}
The result to be derived is
\begin{equation}
\ln R_j=\ln g-\frac{\Delta}{\lambda}\,d_j,\qquad g=\frac{G(\theta_g)}{G(\theta_n)} .
\label{main}
\end{equation}

\section{Attenuation along the escape path}

Let $P(s)$ be the probability that an electron is still in its line after a path $s$. In a further short path $ds$ it is lost with probability $ds/\lambda$, so
\begin{equation}
P(s+ds)=P(s)\left(1-\frac{ds}{\lambda}\right)
\quad\Rightarrow\quad
\frac{dP}{ds}=-\frac{P}{\lambda}
\quad\Rightarrow\quad P(s)=e^{-s/\lambda},
\end{equation}
where $P(0)=1$ fixes the constant. An electron starting at depth $z$ in direction $\theta$ satisfies $z=s\cos\theta$, hence $s=z/\cos\theta$.

Let $S_j$ be the concentration of marker atoms multiplied by the sensitivity of their line. A slice $dz$ contributes $G(\theta)S_j\,dz$ before attenuation. Adding the slices gives
\begin{equation}
I_j(\theta)=G(\theta)S_j\int_{d_j-t_j/2}^{d_j+t_j/2}
\exp\!\left(-\frac{z}{\lambda\cos\theta}\right)dz .
\label{layer}
\end{equation}

\section{The straight line for thin markers}

If $t_j/(\lambda\cos\theta_g)\ll1$, the exponential hardly changes across the marker at either angle. It may be replaced by its value at mid-depth:
\begin{equation}
I_j(\theta)\simeq G(\theta)S_jt_j
\exp\!\left(-\frac{d_j}{\lambda\cos\theta}\right).
\end{equation}
Dividing the two intensities removes the product $S_jt_j$:
\begin{equation}
R_j=\frac{G(\theta_g)}{G(\theta_n)}\,
\frac{e^{-d_js_g/\lambda}}{e^{-d_js_n/\lambda}}
=g\,e^{-d_j(s_g-s_n)/\lambda}=g\,e^{-\Delta d_j/\lambda}.
\end{equation}
The logarithm is equation \eqref{main}. The slope is negative because a deeper electron pays a larger penalty for the longer grazing path.

For two markers, subtraction removes $g$ as well:
\begin{equation}
\ln R_1-\ln R_2=\frac{\Delta}{\lambda}(d_2-d_1).
\label{difference}
\end{equation}
Since $\Delta/\lambda>0$, the marker with the larger $R$ is the shallower. Neither $\lambda$, $g$, the amount of marker nor its sensitivity is needed to put the layers in order. Three markers also give a ratio of spacings,
\begin{equation}
\frac{d_2-d_1}{d_3-d_1}=\frac{\ln R_1-\ln R_2}{\ln R_1-\ln R_3},
\label{spacing}
\end{equation}
again without $\lambda$ or $g$. An absolute spacing needs $\lambda$, and an absolute depth needs $g$ too. Two markers of known depth can supply both constants.

Two limits show what the ratio measures. At $d=0$ it equals $g$, the response of the instrument alone. When $\theta_g\to\theta_n$, $\Delta\to0$, and the ratio no longer carries depth information.

\section{Layers of finite thickness}

The integral in \eqref{layer} can be done in full. Put $a=1/(\lambda\cos\theta)$ and $x=at/2$, and drop the marker index:
\begin{align}
\int_{d-t/2}^{d+t/2}e^{-az}\,dz
&=\frac{e^{-a(d-t/2)}-e^{-a(d+t/2)}}{a}\nonumber\\
&=e^{-ad}\,\frac{e^{x}-e^{-x}}{a}
=t\,e^{-ad}\,\frac{\sinh x}{x},
\end{align}
because $e^x-e^{-x}=2\sinh x$ and $2/a=t/x$. With $x_g=ts_g/(2\lambda)$ and $x_n=ts_n/(2\lambda)$,
\begin{equation}
\ln R=\ln g-\frac{\Delta d}{\lambda}+C(t),\qquad
C(t)=\ln\frac{\sinh x_g}{x_g}-\ln\frac{\sinh x_n}{x_n}.
\end{equation}
For small $x$, $\sinh x/x=1+x^2/6+\dots$, whose logarithm begins with $x^2/6$. Therefore
\begin{equation}
C(t)\simeq\frac{x_g^2-x_n^2}{6}
=\frac{t^2(s_g^2-s_n^2)}{24\lambda^2}.
\label{thickness}
\end{equation}
There is no term linear in $t$ because $d$ is the mid-depth. If all markers have the same thickness, $C$ is the same for all of them: the line is displaced and its slope is unchanged.

The opposite limit is a substrate that begins at depth $b$ and continues downwards without end. Its integral is $e^{-ab}/a$, so
\begin{equation}
\ln R_{\rm sub}=\ln g-\frac{\Delta b}{\lambda}-\ln\frac{s_g}{s_n}.
\end{equation}
The slope against $b$ is the same as for a marker, but the offset differs. A substrate point must therefore not be put on the marker line with $b$ as its depth.

\section{Why the order does not require thin layers}

Let a layer occupy $z_1<z<z_2$ with any non-negative profile $w(z)$ of its marker. Then
\begin{equation}
\frac Rg=
\frac{\int_{z_1}^{z_2}w(z)e^{-s_gz/\lambda}dz}
{\int_{z_1}^{z_2}w(z)e^{-s_nz/\lambda}dz}
=\int_{z_1}^{z_2}p(z)e^{-\Delta z/\lambda}dz,
\label{mean}
\end{equation}
where
\begin{equation}
p(z)=\frac{w(z)e^{-s_nz/\lambda}}
{\int_{z_1}^{z_2}w(z')e^{-s_nz'/\lambda}dz'}
\end{equation}
is non-negative and integrates to one. The second equality uses $s_g=s_n+\Delta$. Thus $R/g$ is a weighted mean of a decreasing function and lies between its end values:
\begin{equation}
e^{-\Delta z_2/\lambda}<\frac Rg<e^{-\Delta z_1/\lambda}.
\label{bounds}
\end{equation}
If a second layer starts at or below $z_2$, its ratio lies below the left-hand bound. Within the model, layers that do not overlap are therefore ordered correctly whatever their thickness or internal profile. Thin layers, or uniform layers of equal thickness, are sufficient for the straight line; the order needs neither.

The argument also survives a change of $\lambda$ with depth, provided that all lines share the same $\lambda(z)$. The loss equation then gives the survival probability $\exp[-\tau(z)/\cos\theta]$, with
\begin{equation}
\tau(z)=\int_0^z\frac{dz'}{\lambda(z')} .
\end{equation}
In the thin-layer formula and in the bounds \eqref{bounds}, $z/\lambda$ is replaced by $\tau$. Since $\tau$ increases with $z$, the order is kept. For thin markers the logarithm is now linear in $\tau$, and it need not be linear in $z$.

\section{Two ways in which the order fails}

\subsection{Overlapping distributions}

Define the apparent depth by reading any measured ratio on the thin-layer line:
\begin{equation}
d_{\rm app}=-\frac{\lambda}{\Delta}\ln\frac Rg .
\label{apparent}
\end{equation}
Suppose that one marker is divided equally between 0.5 and 5.5 nm, with $\lambda=3$ nm, $\theta_n=0$ and $\theta_g=60^\circ$. Then $s_n=1$, $s_g=2$, $\Delta=1$, and
\begin{equation}
\frac Rg=\frac{e^{-1/3}+e^{-11/3}}{e^{-1/6}+e^{-11/6}}
=\frac{0.7421}{1.0064}=0.7374 .
\end{equation}
The apparent depth is $-3\ln0.7374\simeq0.91$ nm, although the mean depth is 3.0 nm. A thin marker at 2.0 nm would look deeper than this split marker. The shallow half supplies most of the signal and so dominates the weight $p(z)$. When distributions interpenetrate, the order of $R$ need not be the order of their mean depths.

\subsection{Different attenuation lengths}

If each line has its own $\lambda_j$, the thin-layer result becomes $\ln R_j=\ln g-\Delta d_j/\lambda_j$. The ratios then order $d_j/\lambda_j$. For $d_1<d_2$, the order is reversed when
\begin{equation}
\frac{d_1}{\lambda_1}>\frac{d_2}{\lambda_2}
\quad\Longleftrightarrow\quad
\frac{\lambda_2}{\lambda_1}>\frac{d_2}{d_1}.
\end{equation}
As a rough model, let $\lambda=3\,(E/1000\ \mathrm{eV})^{0.75}$ nm, where $E$ is the kinetic energy. This gives 1.51 nm at 400 eV and 3.86 nm at 1400 eV. Put the 400 eV marker at 1.5 nm and the 1400 eV marker at 2.5 nm, each 0.3 nm thick. The values of $\ln(R/g)$ are $-0.989$ and $-0.647$, so the upper marker appears to be the lower. Here $\lambda_2/\lambda_1=2.56$ exceeds $d_2/d_1=1.67$. Lines of similar kinetic energy should be chosen when the order is to be read directly.

\section{Worked example: four markers}

Take $\lambda=3.0$ nm, angles of $0^\circ$ and $60^\circ$, $g=1.40$ and four markers of thickness 0.3 nm. The strength $S$ is the number of counts per nanometre of marker at normal emission before attenuation. The strengths are chosen so that intensity alone misleads.

For marker A, $d=2.5$ nm and $S=60000$ per nm. The thin-layer formula gives
\begin{align}
N_n&\simeq60000\times0.3\times e^{-2.5/3}\simeq7.82\times10^3,\\
N_g&\simeq1.40\times60000\times0.3\times e^{-5/3}\simeq4.76\times10^3 .
\end{align}
The full integral gives 7826 and 4768 expected counts, so $R=0.609$ and $\ln R=-0.496$. The other markers follow in the same way:

\begin{center}
\begin{tabular}{cccccc}
 & $d$ (nm) & $S$ (nm$^{-1}$) & $N_n$ & $N_g$ & $\ln R$\\
A & 2.5 & 60000 & 7826 & 4768 & $-0.496$\\
B & 0.5 & 40000 & 10162 & 12058 & $0.171$\\
C & 4.0 & 200000 & 15822 & 5846 & $-0.996$\\
D & 1.5 & 9000 & 1638 & 1393 & $-0.162$
\end{tabular}
\end{center}

Falling normal intensity gives the sequence C, B, A, D, which mixes depth with amount and sensitivity. Falling $R$ gives B, D, A, C, the true order from the surface down. The sign of $\ln R$ has no meaning of its own, since it depends on $g$.

A straight line through the four points has slope $-0.3333$ nm$^{-1}$, equal to $-\Delta/\lambda$. Its intercept is 0.3377, while $\ln g=0.3365$. The difference is the thickness term \eqref{thickness}:
\begin{equation}
C(0.3\ \mathrm{nm})\simeq\frac{0.3^2(2^2-1^2)}{24\times3^2}=0.00125 .
\end{equation}
For a 2 nm layer the full term is 0.0546 and the leading estimate 0.0556. By \eqref{apparent} such a layer looks about 0.16 nm too shallow.

Equation \eqref{spacing} gives the spacing B--D relative to B--C as
\begin{equation}
\frac{0.1711-(-0.1623)}{0.1711-(-0.9956)}\simeq0.286,
\end{equation}
which agrees with $(1.5-0.5)/(4.0-0.5)=0.286$.

\section{Counting statistics}

For small fluctuations, $\delta\ln R=\delta N_g/N_g-\delta N_n/N_n$. The two counts are independent and each has variance equal to its mean, so the cross term averages to zero and
\begin{equation}
\sigma^2(\ln R)=\frac{N_g}{N_g^2}+\frac{N_n}{N_n^2}
=\frac1{N_g}+\frac1{N_n}.
\end{equation}
For B and D this gives $\sigma=0.0135$ and 0.0364. Their separation in standard deviations is
\begin{equation}
\frac{0.171+0.162}{\sqrt{0.0135^2+0.0364^2}}\simeq8.6 .
\end{equation}
The next two neighbouring pairs are separated by 8.2 and 20.9 standard deviations. Counting noise therefore does not endanger this order. Subtracting a noisy background would add variance and reduce these figures.

A larger angle increases $\Delta$ but, at fixed $g$, costs grazing counts. Suppose that two markers lie close together near depth $d$, that grazing noise dominates, and that $g$ and the counting time are fixed. Then $\sigma\propto N_g^{-1/2}\propto e^{ds_g/(2\lambda)}$, and the separation in standard deviations varies as $\Delta\,e^{-d\Delta/(2\lambda)}$. Setting its derivative to zero gives
\begin{equation}
1-\frac{d\Delta}{2\lambda}=0\quad\Rightarrow\quad\Delta=\frac{2\lambda}{d}.
\end{equation}
At $d=4$ nm this is $\Delta=1.5$, or $\theta_g\simeq66^\circ$ when $\theta_n=0$. There the variance of the normal count is still about a fifth of the grazing one for $g=1.4$; keeping it moves the optimum to $\Delta\simeq1.7$, or $68^\circ$. If $g$ grows with $\theta_g$, as it does when the sampled area increases, the best angle is larger. This estimate considers counting noise alone; elastic scattering also limits the angle.

\section{Effects left out of the straight-line model}

Each effect below is applied separately to the four markers and expressed through \eqref{apparent}, with $\lambda=3$ nm kept in the conversion. Depths are listed from the surface down; the true ones are 0.5, 1.5, 2.5 and 4.0 nm.

\paragraph{Unequal kinetic energies.} Give the lines energies of 900, 950, 1050 and 1100 eV and use the rough power law above. The apparent depths are 0.54, 1.55, 2.41 and 3.72 nm. The order survives, with a largest shift of 0.28 nm.

\paragraph{Attenuation inside the markers.} If $\lambda$ is 1.8 nm inside each marker, a whole marker adds $0.3(1/1.8-1/3)=0.067$ to $\tau$, equivalent to 0.2 nm of film. A marker's midpoint lies below half of itself and all of the markers above it. The apparent depths are therefore 0.6, 1.8, 3.0 and 4.7 nm. Linearity in true depth is lost for unequal spacings, but the order is not.

\paragraph{Acceptance cone and refraction.} Averaging the escape probability numerically over a cone of half-angle $8^\circ$, with uniform transmission, moves no marker by more than 0.03 nm. At a surface barrier of $V=10$ eV the momentum parallel to the surface is conserved, so the internal angle obeys $\sin\theta_{\rm in}=\sin\theta\sqrt{E/(E+V)}$. For $E=1000$ eV outside the film, $\Delta$ falls from 1 to 0.971, so all spacings appear 3\% too small. Refraction also changes the solid angle collected inside the film, by the factor $\cos\theta/\cos\theta_{\rm in}=0.9855$ at $60^\circ$ relative to the normal. This is not part of the instrumental $g$ and adds about 0.04 nm to every apparent depth, which become 0.53, 1.50, 2.47 and 3.93 nm.

\paragraph{Elastic scattering.} Let $\lambda$ now describe inelastic loss alone, and add isotropic scattering with a rough transport length $\lambda_{\rm tr}=15$ nm. By reciprocity, for electrons emitted isotropically, the escape probability from depth $z$ into direction $\mu=\cos\theta$ equals the relative flux $\Phi$ produced there by a beam entering along the reversed direction. With $u=z(1/\lambda+1/\lambda_{\rm tr})$,
\begin{equation}
\Phi(u)=e^{-u/\mu}+\frac{\omega}{2}\int_0^\infty
E_1(|u-u'|)\Phi(u')\,du',\qquad
\omega=\frac{\lambda}{\lambda+\lambda_{\rm tr}}=\frac16 .
\end{equation}
The kernel $E_1(x)=\int_0^1e^{-x/\mu'}d\mu'/\mu'$ adds the attenuated contributions of an isotropically scattering plane over all directions; the factor $1/\mu'$ is the path length per unit depth. Solving the equation on a grid gives apparent depths of 0.63, 1.78, 2.89 and 4.48 nm at $60^\circ$. The order is kept, and in this isotropic model the average slope is about 10\% steeper. Real elastic scattering is peaked in the forward direction, so the sizes of the shifts, here and at $80^\circ$ below, are only indicative. With a forward-peaked cross section for screened silicon and oxygen atoms, scaled to the same transport length, the slope at $60^\circ$ is roughly 25 to 30\% steeper; the order is still kept.

At $80^\circ$, with $\Delta=4.76$, the apparent depths are 0.61, 1.68, 2.44 and 2.93 nm: the line bends and the deepest gap shrinks to a third. For the deepest marker $u=1.6$, and the unscattered term is $e^{-1.6\times5.76}\simeq1.0\times10^{-4}$. The total grazing flux is $e^{-4.76\times2.93/3}$ times the normal flux, which is at least $e^{-1.6}$; it is thus at least $1.9\times10^{-3}$. Scattered electrons supply about 95\% or more of the signal, and the straight path no longer controls it.

\paragraph{Emission anisotropy.} For unpolarized X-rays at angle $\psi$ to the exit direction, a line has the angular factor $W=1-\frac{\beta}{4}(3\cos^2\psi-1)$, with $\beta$ its asymmetry parameter. If the sample is tilted while source and analyser stay fixed, $\psi$ is constant and $W$ cancels from $R$ for electrons that travel straight to the surface. Elastically scattered electrons started in other directions, so with scattering the cancellation is only approximate. It cannot be relied on where $W$ is small, as for $\beta$ near 2 with source and analyser almost in line. If the sample is fixed and different exit directions are collected, $\psi$ generally changes and $W$ does not cancel. Take the beam at $55^\circ$ to the normal and the exit directions in the plane perpendicular to the plane of incidence. Then $\cos\psi$ is 0.574 at $0^\circ$ and 0.287 at $60^\circ$, and a line with $\beta=2$ appears 0.43 nm shallower than one with $\beta=1$.

\section{Reading the example against a real film}

The values of $\lambda$ and the energies are rough figures for a silicon dioxide film on silicon examined with a laboratory aluminium X-ray source. In a dense oxide such as hafnium dioxide $\lambda$ is markedly shorter. Sharp, separate 0.3 nm markers are an idealization; in a film with intermixed layers the overlap warning applies. The assumption of one shared $\lambda$ is broken whenever the lines differ in energy. With the energies from 900 to 1100 eV assigned to the markers as above, this costs up to 0.28 nm; with the 900 eV line deepest it would cost 0.32 nm. Lines at 400 and 1400 eV can exchange places.

The true gaps between neighbours are 1.0, 1.0 and 1.5 nm. Adding every narrowing found above at $60^\circ$, for that same assignment of energies, with no credit for widenings and with anisotropy assumed to cancel on tilting, leaves 0.97, 0.82 and 1.23 nm. This sum of separate estimates is not a simulation of all effects together, but it leaves a clear margin. With a fixed sample, an adverse 0.43 nm shift would reduce the smallest gap to about 0.4 nm. The least favourable assignment of the same energies, 900 eV at 1.5 nm and 1100 eV at 2.5 nm, leaves a smallest gap of about 0.67 nm, and about 0.24 nm after that shift. That shift belongs to the exit plane and the $\beta$ values chosen above and is not a general bound. If one exit direction lies close to the X-ray beam, $W$ nearly vanishes for $\beta=2$, and the order can be reversed. Roughness, diffraction in crystalline films and errors in background subtraction are not included and need separate assessment.
